\section*{Graphical addressing of strings and determinants in restricted active space CI, part 2}

Configuration interaction (CI) needs gapless, invertible addresses, starting at 0, for its determinants. Each is a pair of $\alpha$ and $\beta$ strings, with $N$ electrons per spin in $n$ orbitals. Creation operators stand with all $\alpha$ left of all $\beta$, ascending within each spin; $\hat E_{rs}=\hat a^\dagger_r\hat a_s$ acts within one spin.

A string $I$ with occupied orbitals $o_1<\dots<o_N$ is a path through vertices $(k,m)$, where $m=m_I(k)$ counts its electrons in orbitals $1,\dots,k$. The weight $W(k,m)=W(k-1,m)+W(k-1,m-1)$ counts paths from $(0,0)$ and is zero on deleted vertices. The address
\begin{equation}
A(I)=\sum_{i=1}^{N}Y(o_i,i)=\sum_{i=1}^N W(o_i-1,i)
\label{eq:addr}
\end{equation}
has no gaps, by induction on $k$, and orders strings by their highest differing orbital. To invert it, walk back from $(n,N)$ with $\rho=A$: orbital $k$ is empty if $\rho<W(k-1,m)$; otherwise it is occupied and $W(k-1,m)$ is subtracted. With nothing deleted,
\begin{equation}
A(I)=\sum_{i=1}^N\binom{o_i-1}{i}.
\label{eq:binom}
\end{equation}
For $I$ obtained from $J$ by $s\to r$, $r>s$, in the same graph, with $m_k\equiv m_J(k)$,
\begin{equation}
A(I)-A(J)=-W(s-1,m_s)+\sum_{\substack{s<k<r\\ k\ \mathrm{occ.}}}\bigl[W(k-1,m_k-1)-W(k-1,m_k)\bigr]+W(r-1,m_r).
\label{eq:loop}
\end{equation}

A restricted active space (RAS) has consecutive orbital sets RAS1, RAS2, RAS3 of sizes $n_1,n_2,n_3$. A string has $h=n_1-m(n_1)$ holes in RAS1 and $p=N-m(n_1+n_2)$ particles in RAS3; these two levels are the gates. Determinants must satisfy
\begin{equation}
h_\alpha+h_\beta\le h_{\max},\qquad p_\alpha+p_\beta\le p_{\max}.
\label{eq:ras}
\end{equation}

The example is H$_2$O, RHF/6-31G, oxygen $1s$ frozen, $R=0.96$~\AA, angle $104.5^\circ$: $N=4$, $n=12$, $n_1,n_2,n_3=3,2,7$, $h_{\max}=p_{\max}=2$. RHF fills orbitals 1 to 4. Of 495 strings, 264 have $h,p\le2$. Their single graph, with $m_{\min}(k)$ the lowest $m$ on any complete path, has the weights
\begin{equation*}
\begin{array}{rcrrrrr}
k & m_{\min} & W(k,0)&W(k,1)&W(k,2)&W(k,3)&W(k,4)\\
0&0&1&0&0&0&0\\
1&0&1&1&0&0&0\\
2&0&1&2&1&0&0\\
3&1&0&3&3&1&0\\
4&1&0&3&6&4&1\\
5&2&0&0&9&10&5\\
6&2&0&0&9&19&15\\
7&2&0&0&9&28&34\\
8&2&0&0&9&37&62\\
9&2&0&0&9&46&99\\
10&2&0&0&9&55&145\\
11&3&0&0&0&64&200\\
12&4&0&0&0&0&264
\end{array}
\end{equation*}

\subsection{The product space is the wrong space}

In full CI the coefficients form a square matrix over $\alpha$ and $\beta$ strings, and a determinant has the address $A_\alpha L+A_\beta$ with $L$ the number of strings. Doing the same with the 264 restricted strings gives $264^2=69696$ determinants. This space contains pairs such as $h_\alpha=2$, $h_\beta=1$, which violate \eqref{eq:ras}; the true space has 4428 members.

The product space also has a physical defect: it is not closed under the total spin. In units of $\hbar$,
\begin{equation}
\hat S^2=\hat S_-\hat S_++\hat S_z(\hat S_z+1),\qquad
\hat S_+=\sum_r\hat a^\dagger_{r\alpha}\hat a_{r\beta},\qquad \hat S_-=\hat S_+^\dagger .
\end{equation}
Each term of $\hat S_\pm$ removes an electron from a spatial orbital and returns it to the same orbital with the other spin, so it leaves every spatial occupation $\hat n_r=\hat n_{r\alpha}+\hat n_{r\beta}$ unchanged, and $\hat S_z$ is diagonal in determinants. The sums in \eqref{eq:ras} are $2n_1-\sum_{r\in\mathrm{RAS1}}n_r$ and $\sum_{r\in\mathrm{RAS3}}n_r$, functions of spatial occupations only. The projector $\hat P$ on the RAS space therefore commutes with $\hat S^2$, and since the spin-free Hamiltonian does too,
\begin{equation}
[\hat P\hat H\hat P,\hat S^2]=\hat P[\hat H,\hat S^2]\hat P=0 .
\end{equation}
RAS eigenstates can be chosen as spin eigenstates. Limits on each spin separately do not guarantee this property, and in the water example it fails. The determinant with $\alpha$ string $\{1,4,5,6\}$ and $\beta$ string $\{2,3,4,7\}$ is in the product space. The term of $\hat S_-\hat S_+$ that turns the $\beta$ electron in orbital 7 into $\alpha$ and the $\alpha$ electron in orbital 1 into $\beta$ produces the $\alpha$ string $\{4,5,6,7\}$ with three holes, which is outside. For one random normalized vector in the product space, the part of $\hat S^2\psi$ outside the space has norm 1.516; for a random vector in the RAS space it is zero.

\subsection{One graph does not keep classes together}

Whether a pair of strings is allowed depends only on the class $c=(h,p)$ of each. If the strings of a class had consecutive addresses, the allowed determinants would form rectangular blocks of the square matrix. In the single graph they do not, because the order is set by the highest orbital first. The table shows it. Strings with both 6 and 7 occupied and nothing higher carry the arcs $W(6,4)+W(5,3)=15+10=25$ plus a partial address from 0 to $W(5,2)-1=8$, so addresses 25 to 33 hold strings with $p=2$. Addresses 5 to 14 (top orbital 6, between $W(5,4)=5$ and $W(6,4)-1=14$) hold $p=1$ strings, and so does address $W(7,4)=34$, the string $\{1,2,3,8\}$. The values of $p$ interleave. The 42 strings of class $(1,1)$ run from $\{1,2,4,6\}$, at $0+0+1+5=6$, to $\{2,3,5,12\}$, at $1+1+4+200=206$, a stretch of 201 addresses.

\subsection{One graph per class}

The remedy is to keep a single vertex at each gate, $(n_1,n_1-h)$ and $(n_1+n_2,N-p)$. This is again a vertex deletion, so the addresses $a$ within a class run over $0,\dots,L(c)-1$. All paths pass through both gate vertices, and the weights factorize. Let $e_1=n_1-h$ and $e_2=N-e_1-p$ be the electron numbers in RAS1 and RAS2. Below the first gate nothing is deleted and $W(k,m)=\binom km$, which gives $L_1=\binom{n_1}{e_1}=\binom{n_1}{h}$ at the gate vertex. A path to a vertex between the gates consists of any of the $L_1$ paths to the first gate followed by a free path from it, and likewise beyond the second gate:
\begin{align}
W(k,m)&=L_1\binom{k-n_1}{m-e_1}, & n_1&\le k<n_1+n_2,\\
W(k,m)&=L_1L_2\binom{k-n_1-n_2}{m-e_1-e_2}, & k&\ge n_1+n_2,
\end{align}
with $L_2=\binom{n_2}{e_2}$. At the tail the binomial is $L_3=\binom{n_3}{p}$, so
\begin{equation}
L(h,p)=\binom{n_1}{h}\binom{n_2}{N-n_1+h-p}\binom{n_3}{p},
\label{eq:size}
\end{equation}
which is zero unless $0\le e_2\le n_2$. Now split the sum \eqref{eq:addr} by subspace. An electron in RAS2 that occupies the $o'$-th orbital of RAS2 and is the $i'$-th electron there has $o=n_1+o'$ and $i=e_1+i'$, so its arc weight is $W(n_1+o'-1,e_1+i')=L_1\binom{o'-1}{i'}$. The same substitution in RAS3 gives the factor $L_1L_2$. With $a_1,a_2,a_3$ the binomial addresses \eqref{eq:binom} of the three substrings, each in its own subspace,
\begin{equation}
a=a_1+L_1a_2+L_1L_2a_3 .
\label{eq:radix}
\end{equation}
The class address is a mixed-radix number with digits $0\le a_j<L_j$. An excitation that changes the class connects two different graphs, and \eqref{eq:loop} does not apply to it; the target address follows from \eqref{eq:radix} with the radices of the new class, and only the digits of the subspaces touched by the excitation are recomputed.

For water $e_2=1+h-p$, and \eqref{eq:size} gives $L(0,0)=1\cdot2\cdot1=2$, $L(0,1)=1\cdot1\cdot7=7$, $L(1,0)=3\cdot1\cdot1=3$, $L(1,1)=3\cdot2\cdot7=42$, $L(1,2)=3\cdot1\cdot21=63$, $L(2,1)=3\cdot1\cdot7=21$ and $L(2,2)=3\cdot2\cdot21=126$, which sum to 264. The classes $(0,2)$ and $(2,0)$ are empty, since they would need $-1$ and 3 electrons in the two RAS2 orbitals. The string $\{1,3,5,9\}$ splits into $\{1,3\}$, $\{2\}$ and $\{4\}$ in local numbering, with digits $a_1=\binom01+\binom22=1$, $a_2=\binom11=1$, $a_3=\binom31=3$. Then $a=1+3\cdot1+6\cdot3=22$, and the arcs of the class graph are $0,1,3,18$.

\subsection{Blocks and offsets}

List the pairs $(c_\alpha,c_\beta)$ of non-empty classes that satisfy \eqref{eq:ras} in any fixed order. A block holds $L(c_\alpha)L(c_\beta)$ determinants, and its offset $O$ is the sum of the sizes of the blocks before it. The determinant address is
\begin{equation}
D=O(c_\alpha,c_\beta)+a_\alpha L(c_\beta)+a_\beta .
\label{eq:D}
\end{equation}
As $a_\alpha$ and $a_\beta$ run over their ranges, $a_\alpha L(c_\beta)+a_\beta$ takes each value from 0 to $L(c_\alpha)L(c_\beta)-1$ once, by uniqueness of division with remainder. The blocks therefore fill consecutive intervals, and $D$ covers $0,\dots,\sum L(c_\alpha)L(c_\beta)-1$ without gap or overlap. To invert, find the last block with $O\le D$, divide $D-O$ by $L(c_\beta)$ to get $a_\alpha$ as quotient and $a_\beta$ as remainder, and walk back through the two class graphs.

With classes ordered by $h$, then $p$, and blocks by $c_\alpha$, then $c_\beta$, the partners of each $\alpha$ class are those with $h_\beta\le2-h_\alpha$ and $p_\beta\le2-p_\alpha$:
\begin{equation*}
\begin{array}{cclr}
c_\alpha & \text{blocks} & L(c_\alpha)\sum L(c_\beta) & \text{size}\\
(0,0)&7&2\cdot264&528\\
(0,1)&5&7\,(2+7+3+42+21)&525\\
(1,0)&5&3\,(2+7+3+42+63)&351\\
(1,1)&4&42\,(2+7+3+42)&2268\\
(1,2)&2&63\,(2+3)&315\\
(2,1)&2&21\,(2+7)&189\\
(2,2)&1&126\cdot2&252
\end{array}
\end{equation*}
The totals are 26 blocks and 4428 determinants. Pair the $\alpha$ string $\{1,3,5,9\}$ with the $\beta$ string $\{1,2,3,7\}$, of class $(0,1)$; its digits are $0,0,\binom11=1$ with $L_1=L_2=1$, so $a_\beta=1$. The pair has one hole and two particles and is allowed. The offset is $528+525+351+42\cdot2=1488$, and $D=1488+22\cdot7+1=1643$.

\subsection{Limiting cases and what is left out}

For $h_{\max}=p_{\max}=0$ and $n_1\le N\le n_1+n_2$ there is one class and one block, and \eqref{eq:radix} reduces to $a=a_2$: a complete active space in RAS2. For $h_{\max}\ge2n_1$ and $p_{\max}\ge2n_3$ every pair is allowed and the space is full CI, stored in blocks. For $n_2=0$ and $n_1=N$, equation \eqref{eq:size} forces $h=p$, the excitation level of the string, and $h_{\max}=p_{\max}=2$ gives CI with single and double excitations (CISD). With $n_1=4$, $n_3=8$ the classes have sizes $1$, $4\cdot8=32$ and $6\cdot28=168$, and the dimension is $1+2\cdot32+32^2+2\cdot168=1425$.

The construction takes each subspace to be a consecutive range of orbitals, with RAS2 between RAS1 and RAS3, so that $h$ and $p$ are each read from $m$ at a single level; orbitals are renumbered to achieve this. Point-group symmetry is not a function of $(k,m)$ and is not used here. For an Abelian group one may add to the vertex the product $\Gamma$ of the irreducible representations of the orbitals occupied so far. Each vertex then still has one empty and one occupied predecessor, so the induction carries over; this extension is not among the tests.

\section{The addresses at work in the Hamiltonian}

Two strings sharing an address, an inverse map that does not undo the address, or an inconsistent sign would misplace or falsify elements of the Hamiltonian matrix, so comparing the matrix and its lowest eigenvalue with an independent code checks these parts of the scheme. A consistent renumbering or rephasing of determinants leaves the eigenvalues unchanged, so the order of the addresses is tested separately by enumeration. With one-electron integrals $t_{rs}$ and two-electron integrals $(rs|uv)$ in chemists' notation,
\begin{equation}
\hat H=\sum_{\sigma}\sum_{rs}t_{rs}\hat a^\dagger_{r\sigma}\hat a_{s\sigma}
+\frac12\sum_{\sigma\tau}\sum_{rsuv}(rs|uv)\,\hat a^\dagger_{r\sigma}\hat a^\dagger_{u\tau}\hat a_{v\tau}\hat a_{s\sigma}.
\end{equation}
For $\sigma=\tau$ the product $\hat X=\hat a^\dagger_r\hat a^\dagger_u\hat a_v\hat a_s$ vanishes for $r=u$ or $s=v$ and changes sign under $r\leftrightarrow u$ and under $s\leftrightarrow v$. Fix $r<u$, $s<v$ and collect the four orderings that give the same $\hat X$:
\begin{equation}
\tfrac12\bigl[(rs|uv)-(us|rv)-(rv|us)+(uv|rs)\bigr]\hat X=\bigl[(rs|uv)-(rv|us)\bigr]\hat X ,
\end{equation}
where $(rs|uv)=(uv|rs)$ was used twice. The operator for one spin is thus
\begin{equation}
\hat H^\sigma=\sum_{rs}t_{rs}\hat a^\dagger_{r\sigma}\hat a_{s\sigma}
+\sum_{r<u,\;s<v}\bigl[(rs|uv)-(rv|us)\bigr]\hat a^\dagger_{r\sigma}\hat a^\dagger_{u\sigma}\hat a_{v\sigma}\hat a_{s\sigma}.
\end{equation}
For $\sigma=\alpha$, $\tau=\beta$, moving $\hat a_{s\alpha}$ left past two $\beta$ operators gives $(-1)^2$ and the product $\hat E^\alpha_{rs}\hat E^\beta_{uv}$. The term $\sigma=\beta$, $\tau=\alpha$ gives $\hat E^\beta_{rs}\hat E^\alpha_{uv}$, which equals the first after renaming $rs\leftrightarrow uv$, because the two factors commute. This cancels the factor $\frac12$:
\begin{equation}
\hat H=\hat H^\alpha+\hat H^\beta+\sum_{rsuv}(rs|uv)\,\hat E^\alpha_{rs}\hat E^\beta_{uv}.
\label{eq:H}
\end{equation}
All $\beta$ operators come in even numbers and pass the $\alpha$ string without a sign, so the matrix elements factorize into string matrix elements:
\begin{align}
\langle I_\alpha I_\beta|\hat H|J_\alpha J_\beta\rangle
={}&\langle I_\alpha|\hat H^\alpha|J_\alpha\rangle\,\delta_{I_\beta J_\beta}
+\delta_{I_\alpha J_\alpha}\langle I_\beta|\hat H^\beta|J_\beta\rangle\nonumber\\
&+\sum_{rsuv}(rs|uv)\langle I_\alpha|\hat E_{rs}|J_\alpha\rangle\langle I_\beta|\hat E_{uv}|J_\beta\rangle .
\end{align}
For each string, generated by the inverse map, the operators are applied, the class and class address of the target are computed, and a target in no class is dropped. The elements are placed at rows and columns \eqref{eq:D} for allowed blocks only. What is assembled is the matrix of $\hat P\hat H\hat P$.

The frozen orbital $c$ is occupied in both spins of every determinant. In $\hat H^\sigma$ the terms with one creation and one annihilation index equal to $c$ contribute $(rs|cc)-(rc|cs)$ to the coefficient of $\hat a^\dagger_r\hat a_s$, and the last term of \eqref{eq:H} with $\hat E_{cc}=1$ for the other spin contributes $(rs|cc)$. Hence $t_{rs}\to t_{rs}+2(rs|cc)-(rc|cs)$. The terms with all indices equal to $c$ give the constant $2t_{cc}+(cc|cc)$, which together with the nuclear repulsion is $-52.13775639$ hartree.

The 6-31G basis is far from converged for the correlation energy: at this geometry the frozen-core CISD correlation energy is $-0.129$ hartree in 6-31G, $-0.203$ hartree in cc-pVDZ and $-0.257$ hartree in cc-pVTZ, and the CISD weight of the RHF determinant falls from 0.960 in 6-31G to 0.945 in cc-pVTZ. The numbers below therefore describe this basis, not the molecule. The energies, in hartree, are given to eight decimals only so that two codes can be compared within this basis and geometry:
\begin{align*}
E_{\mathrm{RHF}}&=-75.98394030,\\
E_{\mathrm{CISD}}&=-76.11335625\quad(1425\ \text{determinants}),\\
E_{\mathrm{RAS}}&=-76.11352026\quad(4428\ \text{determinants}).
\end{align*}
The CISD value obtained from the graphs with $n_2=0$ agrees with the CISD code of PySCF in all eight decimals. The product of the RAS matrix with a random normalized vector differs from the PySCF full-CI product, restricted to the RAS determinants, by at most $1.1\times10^{-15}$ hartree in any component. The RAS ground state has $\langle\hat S^2\rangle$ equal to zero within rounding ($5.8\times10^{-21}$) and an RHF weight of 0.960.

The ordering $E_{\mathrm{RAS}}\le E_{\mathrm{CISD}}$ follows from the variational principle. A determinant at most doubly excited from the RHF reference has at most two holes in orbitals 1 to 4, hence at most two in RAS1, and at most two electrons in orbitals 5 to 12, hence at most two in RAS3. The CISD space lies inside the RAS space, which lies inside the full-CI space, so $E_{\mathrm{RAS}}$ is an upper bound to the frozen-core full-CI energy, which in this basis is $-76.12014$ hartree (a value not among the printed tests). The differences are
\begin{align}
E_{\mathrm{RAS}}-E_{\mathrm{RHF}}&=-0.129580\ \text{hartree}=-3.53\ \text{eV},\\
E_{\mathrm{RAS}}-E_{\mathrm{CISD}}&=-0.000164\ \text{hartree}=-0.0045\ \text{eV}.
\end{align}
The $4428-1425=3003$ added determinants lower the energy by $0.000164/0.129580$, about $0.13\%$ of the RAS correlation energy measured from RHF. Not all of them take part: the ground state contains the RHF determinant and is totally symmetric, and a count with the orbital symmetries listed in the output shows that only 633 of the 3003 have that symmetry. The nature of these determinants follows from the limits. The excitation level equals the number of electrons in orbitals 5 to 12, at most $2+p_{\max}=4$, so the additions are triple and quadruple excitations, and by \eqref{eq:H}, which moves at most two electrons, none couples directly to the reference. A triple needs at least one electron in orbital 5, since $p\le2$, and at least one hole in orbital 4, since $h\le2$; a quadruple needs orbital 5 full and orbital 4 empty. The space therefore holds only this subset of the triples and quadruples. The small gain reflects this restriction. Frozen-core full CI lies $0.00678$ hartree below CISD in this basis, and the RAS space recovers $0.000164$ hartree of that, about $2.4\%$; the remainder is gained only by admitting determinants that the RAS limits with a two-orbital RAS2 exclude.

The numerical check, with its output, asserts the orders, inverse map, forbidden-string detection, band and class formulas against sorted enumeration for 810 combinations of orbital partition (18 of them), limits and electron number, the orders, inverse map and vertex weights for randomly deleted vertices, the cancellation of arcs outside the loop for 7362 ordered cases in the water graph, of which $264\cdot4=1056$ are the trivial ones with $r=s$ and 6306 are true excitations, and agreement with PySCF to $10^{-7}$ hartree in the CISD energy and $10^{-10}$ hartree in the matrix-vector product; the closer agreement quoted above is read from the output.

\section*{Numbers as computed}
\begin{verbatim}
RAS partitions tested: 810; loops tested: 7362
H2O RHF/6-31G, R = 0.96 angstrom, angle = 104.5 deg, 1 frozen orbital
n1,n2,n3 = 3,2,7; N per spin = 4; hmax = 2; pmax = 2
irreps of orbitals 1..12: A1 B2 A1 B1 A1 B2 B2 B1 A1 A1 B2 A1
m_min(k), k=0..12: 0 0 0 1 1 2 2 2 2 2 2 3 4
pruned W(k,0), k=0..12: 1 1 1 0 0 0 0 0 0 0 0 0 0
pruned W(k,1), k=0..12: 0 1 2 3 3 0 0 0 0 0 0 0 0
pruned W(k,2), k=0..12: 0 0 1 3 6 9 9 9 9 9 9 0 0
pruned W(k,3), k=0..12: 0 0 0 1 4 10 19 28 37 46 55 64 0
pruned W(k,4), k=0..12: 0 0 0 0 1 5 15 34 62 99 145 200 264
vertices with W>0: gates only 37, pruned 34
strings: full 495, RAS 264; top binomial address in RAS set 458
class sizes (h,p): {(0, 0): 2, (0, 1): 7, (1, 0): 3, (1, 1): 42, (1, 2): 63, (2, 1): 21, (2, 2): 126}
class (1,1) in single graph: 42 strings on addresses 6..206
alpha [1, 3, 5, 9] full graph: arcs [0, 1, 4, 70], address 75
alpha [1, 3, 5, 9] RAS graph: arcs [0, 1, 4, 62], address 67
alpha [1, 3, 5, 9] class graph: arcs [0, 1, 3, 18], address 22
alpha dictionary address: full 56, RAS 56
radix digits a1,a2,a3 = 1,1,3; L1,L2,L3 = 3,2,7
loop 5->7: old arcs [4], new arcs [19], new address 82
beta [1, 2, 3, 7]: class (0, 1), class address 1, L = 7
block (1, 1),(0, 1): offset 1488; determinant address 1643
blocks 26; determinants RAS 4428, CISD 1425
determinants: per-spin product 69696, full CI 245025
max sigma deviation from PySCF = 1.1e-15 hartree
S^2 leak norm: RAS 0.0e+00, per-spin product 1.516; <S^2> = 5.8e-21
E core+nuclear = -52.13775639 hartree
E RHF = -75.98394030 hartree
E CISD graph = -76.11335625 hartree; PySCF = -76.11335625 hartree
E RAS-CI = -76.11352026 hartree; RHF weight = 0.96024
E RAS - E RHF = -0.129580 hartree = -3.5261 eV
E RAS - E CISD = -0.000164 hartree = -0.0045 eV
\end{verbatim}
